\section*{Low-energy Born phase shift from a polarization potential}

\section{Definitions and conventions}

Atomic units are used, $\hbar=m_e=e=1$. Lengths are in Bohr radii $a_0$, the polarizability $\alpha$ is in $a_0^3$, and an electron of wave number $k$ has energy $k^2/2$ hartree. When $\alpha k^2$ is written with units it is a length, and it is divided by $a_0$ before it enters a phase shift.

The target is a fixed spherical atom. A slow electron at distance $r$ produces a field of size $1/r^2$ at the atom and induces a dipole $\alpha/r^2$. The energy of an induced dipole is half the product of dipole and field, with a minus sign, so at large $r$
\begin{equation}
V(r)=-\frac{\alpha}{2r^4}+V_1(r),\qquad |V_1(r)|\le \frac{D}{2r^6},
\label{tail}
\end{equation}
with a constant $D$.

For integer angular momentum $l$ put $x=kr$, $L=l(l+1)$ and $U=-2V/k^2$. The radial function $u$ obeys
\begin{equation}
u''=\Big(\frac{L}{x^2}-1-U\Big)u ,
\label{radial}
\end{equation}
where primes on $u$, $S$ and $C$ mean $d/dx$. For $U=0$ the solutions are $S=xj_l(x)$ and $C=-xy_l(x)$. At large $x$ they tend to $\sin\theta$ and $\cos\theta$ with $\theta=x-l\pi/2$. At small $x$
\begin{equation}
S\simeq\frac{x^{l+1}}{(2l+1)!!},\qquad C\simeq\frac{(2l-1)!!}{x^{l}} .
\label{small}
\end{equation}
The combination $CS'-C'S$ is constant, and its value at infinity is $\cos^2\theta+\sin^2\theta=1$. The phase shift is defined, modulo $\pi$, by $u\to A(S+TC)$ with $T=\tan\delta_l$. For a weak potential of one sign, a positive $T$ means attraction; for a strong one the sign of $T$ alone does not decide. Finally,
\begin{equation}
I_n=\int_0^\infty \frac{S^2}{x^n}\,dx .
\end{equation}

\section{The theorem}

\paragraph{Theorem.} Let $l\ge1$.

(i) The first Born approximation for the potential $-\alpha/(2r^4)$ is
\begin{equation}
\tan\delta_l=\frac{\pi\alpha k^2}{(2l-1)(2l+1)(2l+3)} .
\label{result}
\end{equation}

(ii) Let $V$ have the tail (\ref{tail}) and, at small $r$, either a hard core or a local potential less singular than $r^{-2}$. Let $\varphi(r)$ be the zero-energy solution that is regular at the origin (or zero at the core), and suppose that
\begin{equation}
\frac{\varphi}{r^{l+1}}\to B,\qquad \frac{1}{r^{l}}\frac{d\varphi}{dr}\to(l+1)B,\qquad B\ne0
\label{nores}
\end{equation}
as $r\to\infty$. Then the true $\tan\delta_l$ divided by the right side of (\ref{result}) tends to 1 as $k\to0$.

Condition (\ref{nores}) excludes a bound state or resonance at zero energy in the wave $l$. Part (ii) is needed because a Born formula is not in general reliable at low energy.

\section{The Born integral}

\paragraph{Lemma 1.} For a potential regular at the origin, $AT=\int_0^\infty U\,u\,S\,dx$.

\emph{Proof.} From (\ref{radial}) and the same equation with $U=0$,
\begin{equation}
(Su'-uS')'=Su''-uS''=-U\,u\,S .
\label{wr}
\end{equation}
At the origin $Su'-uS'$ vanishes. At infinity it is $A[S(S'+TC')-(S+TC)S']=-AT(CS'-C'S)=-AT$. Integration of (\ref{wr}) gives the claim. $\square$

The identity is exact. The Born approximation replaces $u/A$ by $S$. For the pure tail $U=\alpha k^2/x^4$, hence
\begin{equation}
\tan\delta_l=\int_0^\infty U S^2dx=\alpha k^2 I_4 .
\label{born}
\end{equation}
By (\ref{small}) the integrand of $I_4$ behaves as $x^{2l-2}$ near zero, so the integral converges for $l\ge1$ and diverges for $l=0$. The factor $k^2$ comes from scaling alone.

The difference between identity and approximation shows in $V=-\alpha/[2(r^2+d^2)^2]$ with $\alpha=11\,a_0^3$, $d=2\,a_0$, $l=1$ and $k=0.3\,a_0^{-1}$. The integrated wave and the identity both give $\tan\delta_1=0.11577$; the Born integral gives $0.10073$, which is 13\% below the true value.

\paragraph{Lemma 2.} $I_2=\pi/[2(2l+1)]$.

\emph{Proof.} Consider
\begin{equation}
f(x)=\frac{1}{2i^l}\int_{-1}^{1}P_l(t)e^{ixt}dt .
\end{equation}
Differentiation under the integral gives
\begin{equation}
x^2f''+2xf'+x^2f=\frac1{2i^l}\int_{-1}^1P_l\,[x^2(1-t^2)+2ixt]\,e^{ixt}dt .
\end{equation}
The bracket times $e^{ixt}$ equals $-\frac{d}{dt}[(1-t^2)\frac{d}{dt}e^{ixt}]$. Two integrations by parts, whose boundary terms vanish through the factor $1-t^2$, move the operator onto $P_l$. Legendre's equation $[(1-t^2)P_l']'=-LP_l$ then turns the right side into $Lf$. So $f$ is a regular solution of the spherical Bessel equation and is proportional to $j_l$.

The factor follows from small $x$. Since $P_l$ is orthogonal to lower powers of $t$, the first surviving term is $x^l/(2\,l!)\int t^lP_l\,dt$. Rodrigues' formula and $l$ integrations by parts give
\begin{equation}
\int_{-1}^1t^lP_l\,dt=\frac1{2^l}\int_{-1}^1(1-t^2)^ldt=\frac{2^{l+1}(l!)^2}{(2l+1)!} .
\end{equation}
Hence $f\simeq 2^l\,l!\,x^l/(2l+1)!=x^l/(2l+1)!!$, which is the behaviour of $j_l$, and $f=j_l$.

Parseval's theorem, with the norm $\int P_l^2dt=2/(2l+1)$, now gives
\begin{equation}
\int_{-\infty}^{\infty}j_l^2\,dx=\frac14\,2\pi\,\frac{2}{2l+1}=\frac{\pi}{2l+1} .
\end{equation}
The integrand is even and $I_2=\int_0^\infty j_l^2dx$ is half of this. $\square$

\paragraph{Lemma 3.} For $l\ge1$, $(4L-3)I_4=2I_2$.

\emph{Proof.} Let $w=S^2$ and $W=L/x^2-1$, so that $S''=WS$. Then $w'=2SS'$ and $w''=2S'^2+2Ww$. One more derivative gives
\begin{equation}
w'''=4WSS'+2W'w+2Ww'=4Ww'+2W'w .
\label{third}
\end{equation}
Multiply by $1/x$ and integrate. On the left, three integrations by parts give
\begin{equation}
\int_0^\infty\frac{w'''}{x}dx=\Big[\frac{w''}{x}+\frac{w'}{x^2}+\frac{2w}{x^3}\Big]_0^\infty+6I_4 .
\label{left}
\end{equation}
Near zero $w\propto x^{2l+2}$, so each boundary term goes as $x^{2l-1}$ and vanishes for $l\ge1$. At infinity $w$ and its derivatives are bounded, and the terms vanish too. On the right, with $W/x=Lx^{-3}-x^{-1}$ and $W'=-2Lx^{-3}$,
\begin{align}
4\int_0^\infty\frac Wx w'\,dx&=-4\int_0^\infty\Big(-\frac{3L}{x^4}+\frac1{x^2}\Big)w\,dx=12LI_4-4I_2,\\
2\int_0^\infty\frac{W'}{x}w\,dx&=-4LI_4 .
\end{align}
The boundary term $4Ww/x$ vanishes for the same reasons. Thus $6I_4=8LI_4-4I_2$, which is the claim. $\square$

\paragraph{Proof of (i).} Since $4L-3=4l^2+4l-3=(2l-1)(2l+3)$, Lemmas 2 and 3 give
\begin{equation}
I_4=\frac{2I_2}{(2l-1)(2l+3)}=\frac{\pi}{(2l-1)(2l+1)(2l+3)} ,
\end{equation}
and (\ref{born}) becomes (\ref{result}). $\square$

For $l=1$ this is $I_4=\pi/15=0.20944$ and for $l=2$ it is $\pi/105=0.02992$. Direct quadrature gives the same digits.

\section{Why the formula is the true low-energy limit}

\paragraph{Proof of (ii).} The letter $K$ stands for constants that depend on neither $k$ nor the matching radius $r_0$. Choose $\varepsilon>0$. Take $r_0$ so large that at $r_0$ the ratios in (\ref{nores}) are within a relative $\varepsilon$ of their limits, and that
\begin{equation}
\int_{kr_0}^\infty x|U|dx=\int_{r_0}^\infty2r|V|dr\le\frac{\alpha}{2r_0^2}+\frac{D}{4r_0^4}\le\varepsilon .
\label{eta}
\end{equation}
The bound does not contain $k$. Then let $k\to0$ at fixed $r_0$, with $x_0=kr_0$. Over the finite range up to $r_0$ the solution depends continuously on energy, so its value and slope at $r_0$ tend to those of $\varphi$.

For $x\ge x_0$, variation of constants turns (\ref{radial}) into
\begin{equation}
u(x)=aS(x)+bC(x)-\int_{x_0}^x[S(x)C(y)-C(x)S(y)]\,U(y)u(y)\,dy ,
\label{volt}
\end{equation}
since the kernel vanishes at $x=y$ and has slope $S'C-C'S=1$ there. The constants are $a=u'C-uC'$ and $b=uS'-u'S$, taken at $x_0$. By (\ref{nores}) the data at $x_0$ are those of $Bk^{-l-1}x^{l+1}$ up to a relative error of order $\varepsilon$. Hence, for small $k$, $a$ is $B(2l+1)!!\,k^{-l-1}$ up to the same error, and $|b|\le K\varepsilon|a|x_0^{2l+1}$.

Let $s=[x/(1+x)]^{l+1}$ and $c=[(1+x)/x]^l$. Then $|S|\le Ks$ and $|C|\le Kc$. Because $s$ increases and $c$ decreases, the kernel for $y\le x$ is at most $Ks(x)c(y)$. Also $s(y)c(y)=y/(1+y)\le y$, and $|bC(x)|\le K\varepsilon|a|s(x)$. Let $M$ be the largest value of $|u|/(|a|s)$ on $[x_0,X]$. Equations (\ref{volt}) and (\ref{eta}) give $M\le K+K\varepsilon M$, so $M\le2K$ once $K\varepsilon\le\frac12$, whatever $X$ is. Back in (\ref{volt}) this yields
\begin{equation}
|u-aS|\le K\varepsilon|a|\,s(x),\qquad x\ge x_0 .
\end{equation}
At large $x$ with $\theta=\pi/2$ modulo $2\pi$ this reads $|A-a|\le K\varepsilon|a|$. Therefore $|u/A-S|\le K\varepsilon s$.

Integrating (\ref{wr}) from $x_0$ instead of zero, and dividing by $A$,
\begin{equation}
T=\int_{x_0}^\infty U\,\frac uA\,S\,dx+\frac bA .
\label{outer}
\end{equation}
At fixed $r_0$ the last term is $O(k^{2l+1})$, which is smaller than $k^2$ for $l\ge1$. The part of $U$ from $V_1$ is at most $Dk^4/x^6$. It contributes $O(k^4/x_0)=O(k^3)$ for $l=1$ and $O(k^4)$ for $l\ge2$. In the main part, replacing $u/A$ by $S$ costs at most $K\varepsilon\alpha k^2\int s^2x^{-4}dx$, a convergent integral. Extending the lower limit to zero costs $O(k^2x_0^{2l-1})$. So $|T/k^2-\alpha I_4|$ is finally at most $K\varepsilon\alpha$, and $\varepsilon$ was arbitrary. $\square$

The physical content is that the centrifugal barrier keeps a slow electron away from the core. It meets the tail at distances of order $1/k$, where the tail is weak compared with the kinetic energy, by a factor of order $\alpha k^2$.

At $k=0.005\,a_0^{-1}$ and $\alpha=11\,a_0^3$, the ratio of the true $\tan\delta_1$ to (\ref{result}) is $0.9923$ for a hard core of radius $1.7\,a_0$ and $0.9907$ for the smooth potential above. For $l=2$ both ratios differ from 1 by less than $10^{-4}$.

\section{Remarks on the next term and on the s wave}

\paragraph{Remark 1: the core in the p wave.} Take the tail $-\alpha/(2r^4)$ outside a hard core of radius $R$, and let $\beta=\sqrt\alpha$. With $z=\beta/r$, the zero-energy equation $d^2u/dr^2=(2/r^2-\beta^2/r^4)u$ becomes
\begin{equation}
z^2\frac{d^2u}{dz^2}+2z\frac{du}{dz}+(z^2-2)u=0 ,
\end{equation}
the spherical Bessel equation for $l=1$. The solution that vanishes at $R$ is $u=-y_1(z)+\gamma j_1(z)$ with $\gamma=y_1(\beta/R)/j_1(\beta/R)$. At large $r$
\begin{equation}
u=\frac{r^2}{\beta^2}+\frac12+\frac{\gamma\beta}{3r}+O(r^{-2}) .
\end{equation}
The constant is the first-order distortion by the tail. The $1/r$ term carries the effect of the core. In the free wave $S+TC\simeq k^2r^2/3+T/(kr)$ the ratio of the $1/r$ and $r^2$ coefficients is $3T/k^3$. Equating it to $\gamma\beta^3/3$ gives the core term, and by this leading-order matching
\begin{equation}
\tan\delta_1\simeq\frac{\pi\alpha k^2}{15}+\frac{\gamma\beta^3}{9}k^3 .
\label{pcore}
\end{equation}
For $\alpha=11\,a_0^3$ and $R=1.7\,a_0$ the coefficient of $k^3$ is $-3.534\,a_0^3$. The integrated wave at $k=0.01\,a_0^{-1}$ gives $-3.551\,a_0^3$. The relative error of (\ref{result}) is thus linear in $k$ for $l=1$. For $l=2$ power counting in (\ref{outer}) suggests a quadratic error; between $k=0.04$ and $0.02\,a_0^{-1}$ the fitted power is $1.88$ ($1.885$ if the tail beyond $x=200$ is dropped), with the core term, of relative order $k^3$, still present.

\paragraph{Remark 2: $l=0$.} Here the boundary terms of Lemma 3 survive. With $w=\sin^2x$, $W=-1$ and a lower limit $x_0$, the bracket in (\ref{left}) contributes $-6/x_0$, and
\begin{equation}
\int_{x_0}^\infty\frac{\sin^2x}{x^4}dx=\frac1{x_0}-\frac\pi3+O(x_0) .
\end{equation}
Multiplied by $\alpha k^2$, the first term is $\alpha k/r_0$. It is linear in $k$ and belongs to the scattering length $a_s$. The second is what (\ref{result}) gives if $l=0$ is inserted. This first-order argument suggests
\begin{equation}
\tan\delta_0\simeq-a_sk-\frac{\pi\alpha k^2}{3} .
\end{equation}
For the hard core, $u\propto r\sin(\beta/R-\beta/r)$ at zero energy, so $a_s=\beta\cot(\beta/R)=-1.325\,a_0$. At $k=0.001\,a_0^{-1}$ the integrated $\tan\delta_0+a_sk$ is $1.0065$ times $-\pi\alpha k^2/3$. For the s wave the formula therefore supplies the second term, not the leading one.

\section{Slow electrons in an argon-like process gas}

Take $\alpha=11\,a_0^3$, a rough value for argon, and energy $0.1$ eV, for which $k=0.08573\,a_0^{-1}$. Then $\alpha k^2=11\times0.08573^2=0.0808$ and
\begin{equation}
\tan\delta_1=\frac{\pi\times0.0808}{15}=0.0169,\qquad
\tan\delta_2=\frac{\pi\times0.0808}{105}=0.00242 .
\end{equation}
The partial cross section is $\sigma_l=4\pi(2l+1)\sin^2\delta_l/k^2$. For the p wave this is $12\pi\times(0.0169)^2/(0.08573)^2\simeq1.47\,a_0^2$, or $0.41$ \AA$^2$. The d wave gives $0.014$ \AA$^2$.

As a yardstick, the radial equation was integrated with a hard core of $1.7\,a_0$ in place of short-range repulsion and exchange. The ratio of this model's $\tan\delta_l$ to the formula is:

\begin{center}
\begin{tabular}{cccc}
$E$ (eV) & $l=1$ & $l=2$ & $l=3$\\
0.01 & 0.958 & 1.000 & 1.000\\
0.1 & 0.859 & 1.003 & 1.001\\
1 & 0.493 & 1.000 & 1.007\\
3 & 0.149 & 0.902 & 1.014
\end{tabular}
\end{center}

At $0.1$ eV the core term of (\ref{pcore}) lowers $\tan\delta_1$ from $0.0169$ to $0.0147$, close to the integrated $0.0145$. The model's p-wave cross section is $0.30$ \AA$^2$, so the formula is 36\% above it. The model's s wave gives $0.56$ \AA$^2$ and cannot be left out. This value depends strongly on the scattering length: a potential with exchange tuned to $a_s=-1.46\,a_0$, near the measured value for argon, gives about $0.9$ \AA$^2$. The d-wave ratio near 1 at 1 eV is a crossing from above to below, not a sign of growing accuracy. The fall below 1 belongs to the hard core. With the Hartree--Fock static and exchange potentials of argon and a cut-off polarization tail, the d-wave ratio rises instead, to about $1.16$ at 1 eV and $1.6$ to $1.7$ at 3 eV.

In a real argon discharge the bulk electrons have energies of a few eV, where (\ref{result}) fails for the p and d waves; for $l=3$ it is still within 2\% of this model at 3 eV, and within about 5\% of the potential with exchange. Energies of $0.01$ to $0.1$ eV belong to a late afterglow. Real atoms break the hard-core assumption. At $0.1$ eV, with $\alpha$ fixed, core radii of $1.5$ and $1.9\,a_0$ change the p-wave ratio to $0.91$ and $0.81$. An added tail $-c_6/(2r^6)$ with $c_6=50\,a_0^5$, a rough size for quadrupole polarization, raises the d wave by 1.1\% in first order. It moves the p-wave ratio to $0.90$ when the core is reset to keep the low-energy s wave fixed. These shifts show sensitivity, not the net correction for argon: the induced dipole lags behind the moving electron, which adds an $r^{-6}$ term of opposite sign and comparable size. The p-wave correction for argon itself must come from measurement or from a calculation with exchange, and it lies outside the range above. The potential with exchange, tuned to a scattering length between $-1.33$ and $-1.46\,a_0$, gives a p-wave ratio of $0.67$ to $0.69$ at $0.1$ eV, below $0.1$ at 1 eV and negative at 3 eV. A hard core that matches the s wave therefore does not reproduce the p wave of argon. Scattering from single atoms is a sound picture at 10 mTorr and 300 K: the atoms are about 146 nm apart, while $1/k$ is $0.62$ nm.

Many process gases are molecular. A permanent quadrupole adds an anisotropic potential proportional to $r^{-3}$. The scaling that gave $k^2$ for $r^{-4}$ gives $k$ for $r^{-3}$, so at low enough energy this term can exceed (\ref{result}), and the theorem does not apply. A permanent dipole, with a potential proportional to $r^{-2}$, also lies outside it. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Bessel integrals by quadrature (dimensionless):
  l=1: I2 = 0.523599, I4 = 0.209440
  l=2: I2 = 0.314159, I4 = 0.029920
  l=3: I2 = 0.224399, I4 = 0.009973
  l=4: I2 = 0.174533, I4 = 0.004533
Smooth core, d = 2.0 a0, l=1, k = 0.3 1/a0:
  tan(delta) from wave 0.115772, identity 0.115772, Born 0.100729
Ratio true/formula at low k (dimensionless):
  l=1, k=0.005 1/a0: hard core 0.99231, smooth core 0.99074
  l=2, k=0.005 1/a0: hard core 1.00001, smooth core 0.99995
Power of k in relative deviation: l=1 1.004, l=2 1.885
p-wave k^3 coefficient: formula -3.5338 a0^3, from wave -3.5513 a0^3
s wave: scattering length -1.3253 a0, second term/formula 1.0065
Example: alpha = 11.0 a0^3, core radius = 1.7 a0
tan(delta): formula, hard-core model, ratio model/formula
 E = 0.01 eV, k = 0.02711 1/a0, alpha k^2 = 0.00808 a0
  l=1: 1.6933e-03, 1.6217e-03, 0.9577
  l=2: 2.4190e-04, 2.4200e-04, 1.0004
  l=3: 8.0633e-05, 8.0638e-05, 1.0001
 E = 0.04 eV, k = 0.05422 1/a0, alpha k^2 = 0.03234 a0
  l=1: 6.7731e-03, 6.1870e-03, 0.9135
  l=2: 9.6759e-04, 9.6911e-04, 1.0016
  l=3: 3.2253e-04, 3.2262e-04, 1.0003
 E = 0.10 eV, k = 0.08573 1/a0, alpha k^2 = 0.08085 a0
  l=1: 1.6933e-02, 1.4546e-02, 0.8590
  l=2: 2.4190e-03, 2.4271e-03, 1.0034
  l=3: 8.0633e-04, 8.0691e-04, 1.0007
 E = 1.00 eV, k = 0.27111 1/a0, alpha k^2 = 0.80849 a0
  l=1: 1.6933e-01, 8.3457e-02, 0.4929
  l=2: 2.4190e-02, 2.4192e-02, 1.0001
  l=3: 8.0633e-03, 8.1178e-03, 1.0068
 E = 3.00 eV, k = 0.46957 1/a0, alpha k^2 = 2.42546 a0
  l=1: 5.0799e-01, 7.5800e-02, 0.1492
  l=2: 7.2569e-02, 6.5421e-02, 0.9015
  l=3: 2.4190e-02, 2.4518e-02, 1.0136
Partial cross sections at 0.1 eV (angstrom^2):
  l=0: model 0.5646
  l=1: formula 0.41171, model 0.30383
  l=2: formula 0.01401, model 0.01410
Neglected effects at 0.1 eV:
  p wave, core 1.5 a0: model/formula = 0.9076
  p wave, core 1.9 a0: model/formula = 0.8094
  r^-6 tail, coefficient 50 a0^5: d wave changes by 1.11 %
  same tail, p wave, core reset to 1.889 a0: model/formula = 0.8960
  gas at 10 mTorr, 300 K: spacing 145.9 nm, 1/k = 0.617 nm
\end{verbatim}
